\section*{Half-integer valley Chern numbers do not guarantee gapless vacuum edges}

\section{From two halves to an edge}

\textbf{Q.} I put a staggered potential on graphene, $+\Delta$ on sublattice A and $-\Delta$ on B. The valleys then carry Chern numbers $+1/2$ and $-1/2$. Vacuum carries zero. So a ribbon must have gapless edge modes, one per valley, running in opposite directions.

\textbf{A.} Let us first see what the halves are. Take one spin, nearest-neighbour hopping $-t$, lattice constant $a$ and bond length $d=a/\sqrt3$. The vectors from an A atom to its B neighbours are $(0,d)$ and $(\pm a/2,-d/2)$; call them $\boldsymbol\delta_j$. With $\Delta>0$,
\begin{equation}
H(\mathbf k)=\begin{pmatrix}\Delta&-tf\\-tf^*&-\Delta\end{pmatrix},\qquad f=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}.
\end{equation}
At $\mathbf K=(4\pi/3a,0)$ the three phases are $0,\pm2\pi/3$ and $f$ vanishes. To first order in $\mathbf q=\mathbf k-\mathbf K$,
\begin{align}
f&\simeq i\sum_j(\mathbf q\cdot\boldsymbol\delta_j)e^{i\mathbf K\cdot\boldsymbol\delta_j}
= i\left[\frac a2\,2i\sin\frac{2\pi}3\,q_x+\Bigl(d-d\cos\frac{2\pi}3\Bigr)q_y\right]\nonumber\\
&=\frac{\sqrt3a}{2}(-q_x+iq_y).
\end{align}
Hence $H\simeq\hbar v(q_x\sigma_x+q_y\sigma_y)+\Delta\sigma_z$, with $\hbar v=\sqrt3at/2$.

Write $\varepsilon=\sqrt{\Delta^2+\hbar^2v^2q^2}$, $\cos\theta=\Delta/\varepsilon$, and $\varphi$ for the angle of $\mathbf q$. The filled state, chosen smooth at $q=0$, is $u=(e^{-i\varphi}\sin\frac\theta2,\,-\cos\frac\theta2)$. Then $i\langle u|\partial_\varphi u\rangle=\sin^2\frac\theta2$, and the Berry flux inside the circle of radius $q$, divided by $2\pi$, is
\begin{equation}
C_K(q)=\sin^2\frac\theta2=\frac12\left(1-\frac{\Delta}{\varepsilon}\right).
\end{equation}
Because $H(-\mathbf k)=H(\mathbf k)^*$, the flux around $-\mathbf K$ has the opposite sign. The total Chern number is zero.

For numbers, take $a=0.246$ nm, $t=2.7$ eV and $\Delta=0.025$ eV, so that $\hbar v=0.575$ eV\,nm. At $q=0.5$ nm$^{-1}$, $\varepsilon=0.289$ eV and $C_K=\frac12(1-0.0866)=0.457$. Summing the lattice Berry flux over the half of the Brillouin zone around each valley gives $\pm0.496$. The half is a limit for $\Delta\ll t$, not an integer invariant of a closed band.

\textbf{Q.} But it is nonzero, and vacuum is zero.

\textbf{A.} Your subtraction would give half a mode per valley. Before counting, one must say what the valley Hamiltonian is on the far side, and vacuum has no valleys. Suppose you model it as a region of large Dirac mass. Which sign do you choose?

\textbf{Q.} I see no reason for either.

\textbf{A.} The bulk bands do not supply it. The atomic termination supplies a boundary condition instead, so the edge has to be solved.

\section{A bound for every termination}

\textbf{Q.} Then there might still be gapless modes for most terminations.

\textbf{A.} Not if the staggered potential is uniform up to the last atom and hopping connects only A to B. List all A sites first. For any shape of sample,
\begin{equation}
H=\begin{pmatrix}\Delta&Q\\Q^\dagger&-\Delta\end{pmatrix},\qquad
H^2=\begin{pmatrix}\Delta^2+QQ^\dagger&0\\0&\Delta^2+Q^\dagger Q\end{pmatrix}.
\end{equation}
The off-diagonal blocks of $H^2$ are $\Delta Q-Q\Delta=0$ and its adjoint. Since $QQ^\dagger$ and $Q^\dagger Q$ have no negative eigenvalues, $E^2\ge\Delta^2$. Cutting bonds or removing atoms changes $Q$ but not the argument. A ragged disc of 375 atoms, made by removing sites at random, has its smallest $|E|$ at $0.025000$ eV when its matrix is diagonalized.

\textbf{Q.} Yet zigzag graphene is known for its edge states.

\textbf{A.} They remain. The bound says that they cannot enter the gap, not that they are absent.

\section{Zigzag edge}

\textbf{A.} Let the edge run along $x$, with wave number $k$, and number the rows inward from an edge of A atoms. An A atom has two bonds to the B atoms of its own row, displaced by $\pm a/2$ along $x$, and one bond to the previous row. With $g=2\cos(ka/2)$,
\begin{align}
(E-\Delta)A_n&=-tgB_n-tB_{n-1},\label{za}\\
(E+\Delta)B_n&=-tgA_n-tA_{n+1},\label{zb}
\end{align}
and $B_0=0$ because that row is missing. Set every $B_n=0$. Equation~(\ref{za}) gives $E=\Delta$, and (\ref{zb}) gives $A_{n+1}=-gA_n$. The state decays inward if $|g|<1$, which means $2\pi/3<ka<4\pi/3$. Its norm is $|A_1|^2\sum_{m\ge0}g^{2m}=|A_1|^2/(1-g^2)$, so the outermost atom carries the weight $1-g^2$.

The opposite edge ends in B atoms. Exchanging the sublattices reverses the sign of $\Delta$, and its edge band lies at $-\Delta$. These results hold for a half-plane; in a ribbon the two edge states mix through an overlap that falls as $|g|^N$ for $N$ rows.

A ribbon of 240 rows, 51.0 nm wide, has a gap of $0.0500$ eV, equal to $2\Delta$. At $ka=0.8\pi$, $g=0.618$ and the edge levels are $\pm0.0250$ eV. The edge-atom weight is $1-0.618^2=0.618$. Rows are $3d/2=0.213$ nm apart, so the amplitude decays over $0.213/|\ln0.618|=0.443$ nm.

\textbf{Q.} So the edge states exist, but they are flat and stop at the gap edges.

\textbf{A.} Yes, in this model. A localized edge state and a gapless edge are separate properties.

\section{Armchair edge}

\textbf{Q.} Armchair edges mix the valleys. Perhaps the halves cancel there, and that is why nothing appears.

\textbf{A.} We can count all the states without that interpretation. Let the ribbon run along $y$ and contain $M$ atomic lines. An A atom on line $j$ has a B neighbour on the same line at $+d$, and one on each adjacent line at $-d/2$:
\begin{equation}
(E-\Delta)A_j=-t\left[e^{ikd}B_j+e^{-ikd/2}(B_{j-1}+B_{j+1})\right].
\end{equation}
The B equation has the conjugate phases. The missing lines impose $A_0=B_0=A_{M+1}=B_{M+1}=0$. Take both amplitudes proportional to $\sin j\theta$, with $\theta=p\pi/(M+1)$ and $p=1,\dots,M$. Since $\sin(j-1)\theta+\sin(j+1)\theta=2\cos\theta\sin j\theta$, each $p$ leaves a two-by-two problem with off-diagonal element $-th$, where $h=e^{ikd}+2\cos\theta\,e^{-ikd/2}$. Thus
\begin{equation}
E^2=\Delta^2+t^2\left[1+4\cos\theta\cos\frac{3kd}{2}+4\cos^2\theta\right].
\end{equation}
There are $M$ values of $p$ and two energies for each, which accounts for all $2M$ states. Every one is a standing wave across the ribbon. No edge band is left to find.

At $k=0$ the bracket is $(1+2\cos\theta)^2$. It vanishes at $\theta=2\pi/3$, which is allowed when $M+1$ is a multiple of three. The 401-line ribbon, 49.2 nm wide, belongs to this family, and its gap is $0.0500$ eV.

For 400 lines the nearest allowed angle is $267\pi/401$, which misses $2\pi/3$ by $\pi/1203=0.00261$. Expanding the cosine gives $t|1+2\cos\theta|\simeq2.7\times\sqrt3\times0.00261=0.0122$ eV. The gap is therefore $2\sqrt{0.025^2+0.0122^2}=0.0556$ eV; diagonalization, which does not expand the cosine, gives $0.0557$ eV. For 399 lines it also gives $0.0557$ eV.

\textbf{Q.} The state at exactly $\Delta$ in the 401-line ribbon looks like an edge state to me.

\textbf{A.} Its energy does, but its wavefunction does not. At $\theta=2\pi/3$ the weights $\sin^2j\theta$ repeat as $3/4,3/4,0$ from one side to the other. The strips within 5 nm of the two edges hold 0.209 of the probability and 0.204 of the atoms.

\section{A vacuum edge can become gapless}

\textbf{Q.} Then I should replace my rule by its opposite: this insulator never has gapless vacuum edges.

\textbf{A.} That would also be wrong. Add a potential $U$ to the outermost A atoms of the zigzag edge. This breaks the assumption of a uniform staggered potential. Try $A_n=\alpha\lambda^{n-1}$ and $B_n=\beta\lambda^{n-1}$ with $|\lambda|<1$. The A equation for the edge row, the A equation for an inner row, and the B equation are
\begin{align}
(E-\Delta-U)\alpha&=-tg\beta,\label{edge}\\
(E-\Delta)\alpha&=-t(g+\lambda^{-1})\beta,\label{inner}\\
(E+\Delta)\beta&=-t(g+\lambda)\alpha.\label{bee}
\end{align}
Subtracting (\ref{edge}) from (\ref{inner}) gives $U\alpha=-t\beta/\lambda$, or $\beta=-U\lambda\alpha/t$. Put this into (\ref{bee}) and multiply by $-t/\alpha$: $(E+\Delta)U\lambda=t^2(g+\lambda)$. Solving for $\lambda$, and then using (\ref{edge}), one finds
\begin{equation}
\lambda=-\frac{gt^2}{t^2-U(E+\Delta)},\qquad
E-\Delta=U(1+g\lambda).
\end{equation}
For $|U|$ and $\Delta$ much smaller than $t$, and $E$ in or near the gap, $\lambda\simeq-g$ and
\begin{equation}
E\simeq\Delta+U(1-g^2).\label{disp}
\end{equation}
The potential acts in proportion to the weight on the edge atom. At $ka=\pi$, $g=0$ and $E=\Delta+U$ without approximation.

\textbf{Q.} So any negative $U$ that brings the band through zero energy closes the gap?

\textbf{A.} No. Take $U=-0.03$ eV. The band descends to $-0.005$ eV and crosses $E=0$ twice, but the B-edge band and the valence states stop at $-0.025$ eV. A gap of $0.020$ eV survives, centred at $-0.015$ eV. For $-2\Delta<U<0$ the remaining gap is $2\Delta+U$. The gap narrows and its centre moves to $U/2$.

Below $U=-2\Delta=-0.05$ eV the A-edge band spans the old gap. For $U=-0.10$ eV, setting $E=0$ in (\ref{disp}) gives $1-g^2=0.25$, so $g=0.866$ and $ka=2\arccos(0.433)=0.715\pi$. The second crossing is at $2\pi-ka$. Since $g^2=2+2\cos ka$,
\begin{equation}
\frac{dE}{dk}\simeq2Ua\sin ka=-0.038\ \text{eV\,nm}
\end{equation}
at the first crossing. Numerical differentiation of the ribbon levels gives speeds of $\mp5.8\times10^4$ m/s at the two crossings, fifteen times below $v=8.7\times10^5$ m/s. With $U=+0.10$ eV, by contrast, the ribbon has no crossings at $E=0$ or $E=\pm0.9\Delta$.

\textbf{Q.} One crossing lies near each valley, and their directions are opposite. That is my original picture.

\textbf{A.} It resembles it, but the bulk valley fluxes are the same for all these values of $U$. The edge band leaves the conduction side near one valley and returns to that side near the other. Changing $U$ can pull the whole band back out of the gap, so the bulk does not enforce the crossings.

\section{What the valley difference does count}

\textbf{Q.} Are the half-integers then useless at boundaries?

\textbf{A.} They are useful where the same Dirac description holds on both sides. Let the mass be $m(y)$, positive far above a wall and negative far below it. In valley $K$, with $q$ along the wall,
\begin{equation}
H=\hbar v(q\sigma_x-i\sigma_y\partial_y)+m(y)\sigma_z.
\end{equation}
Look for a state $\chi$ annihilated by the last two terms. Multiplying $(-i\hbar v\sigma_y\partial_y+m\sigma_z)\chi=0$ by $i\sigma_y$ and using $i\sigma_y\sigma_z=-\sigma_x$ gives
\begin{equation}
\hbar v\,\partial_y\chi=m(y)\sigma_x\chi.
\end{equation}
If $\sigma_x\chi=s\chi$, then $\chi\propto\exp[s\int^y m(y')dy'/\hbar v]$. It decays on both sides for $s=-1$, and the remaining term gives $E=-\hbar vq$. Time reversal supplies $E=+\hbar vq$ at $-K$. The valley number changes from $-1/2$ to $+1/2$ across the wall, a difference of one, and one mode per valley results.

This also answers the question about vacuum. A large mass of opposite sign outside would give such a mode; a mass of the same sign would not give this solution. This is a continuum statement. At a zigzag-oriented lattice boundary, an outside mass $-M$ gives a mode with speed $0.98v$ for $M=1$ eV and $0.47v$ for $10$ eV. For $M\gg t$ the edge level at $ka=\pi$ is shifted by only about $t^2/M$, so the crossing of $E=0$ is lost beyond $M\approx t^2/\Delta\approx290$ eV, and either sign then approaches the bare edge. The word ``vacuum'' does not choose between them.

In a zigzag-oriented lattice wall, at the middle of a 960-row ribbon, the two slopes differ from $\mp\hbar v$ by about 0.03\%; most of this comes from the finite width, and with 3000 rows it falls to 0.004\%. Potentials of $-0.1$, $0$ or $+0.1$ eV on the two atoms at the wall, here in a 240-row ribbon, all leave two crossings of $E=0$ over the zone. The same $\pm0.1$ eV decides whether the vacuum edge is crossed. The wall result still requires the valleys to remain unmixed; a wall potential that varies on the atomic scale along the wall can couple them: on this wall a period of $3a$ does and a period of $2a$ does not. A sharp armchair-oriented wall mixes the valleys with no added potential and has a gap of about $0.3$ meV for these parameters. A wall that is uniform along its length can also change the result: the speed stays near $v$ only while the wall is a weak perturbation on the scale of $t$, and a strong enough one removes the crossing. Both atoms at this wall carry $-\Delta$. If the bond between them is weakened to $t'$, their levels at $ka=\pi$ are $-\Delta\pm t'$, and for $t'=0.02$ eV, below $\Delta$, no level crosses $E=0$: the wall has become two zigzag edges. Above $t'=2\Delta$ the mode still spans the gap, but slowly: its speed at $E=0$ is $0.65v$ for $t'=1$ eV and $0.07v$ for $t'=0.1$ eV.

\section{Graphene on boron nitride}

\textbf{Q.} Can I use the ideal zigzag gap for a device?

\textbf{A.} I would not. The parameters above are rough values for graphene aligned on hexagonal boron nitride, where a gap of some tens of meV is a reasonable scale. Second-neighbour hopping $-t_2$, with $t_2$ roughly $0.1$ eV, already breaks the A-to-B assumption. Let $N$ be the matrix of nearest neighbours. Two steps lead either back to the start, once for each neighbour, or to a second neighbour. At clean zigzag and armchair edges the atom between any two second neighbours is present, so every such pair is reached exactly once and the second-neighbour matrix is
\begin{equation}
S=N^2-Z,
\end{equation}
where $Z$ is diagonal and holds the number of neighbours. An ideal zigzag edge state satisfies $N\psi=0$. Acting on it, $-t_2S$ becomes $t_2Z$: $3t_2$ inside and $2t_2$ on the edge atom. Relative to the shifted Dirac energy $3t_2$, this is an edge potential $-t_2$.

At $ka=\pi$ the A-edge level moves to $0.025-0.100=-0.075$ eV and the B-edge level to $-0.125$ eV. Because $t_2>2\Delta$, the A-edge band crosses the old gap. The size and sign of $t_2$ are assumed here, and the sign decides which edge is affected: for $t_2=-0.1$ eV the levels are $+0.125$ and $+0.075$ eV, and the B-edge band crosses instead. In the 401-line armchair ribbon the same $t_2$ leaves a gap of $0.0500$ eV, from wave numbers sampled up to $0.1$ nm$^{-1}$. The contrast holds for these clean edges with no added edge potential.

\textbf{Q.} Is second-neighbour hopping the largest omission?

\textbf{A.} Repulsion in the zigzag edge band may be larger. One filled spin band places on each edge atom
\begin{equation}
\frac1{2\pi}\int_{2\pi/3}^{4\pi/3}(-1-2\cos x)\,dx=\frac{\sqrt3}{\pi}-\frac13=0.218
\end{equation}
electrons, where $x=ka$ and $1-g^2=-1-2\cos x$. If one spin band is filled and the other empty, a rough on-site repulsion of 3 eV splits them at $ka=\pi$ by $3\times0.218=0.65$ eV in first-order mean field. That is thirteen times $2\Delta$; iterating the mean field to self-consistency in a neutral 16-row ribbon raises the splitting to about $0.85$ eV, and to $0.86$ eV for 32 and 64 rows. The mean-field gap of the neutral ribbon depends strongly on width: $0.28$, $0.14$ and $0.064$ eV for 16, 32 and 64 rows, against $0.050$ eV without repulsion. It is a scale, not a prediction of the ground state, but it shows that independent electrons cannot settle the state of a real zigzag edge.

Temperature and field matter even for the bulk gap. At 300 K the thermal energy is 0.026 eV, about half of $2\Delta$, so the gap does not switch off conduction well. For a carrier driven straight through the Dirac point by a field $F$, the level separation far from the gap changes at the rate $2veF$. The Landau--Zener formula then gives
\begin{equation}
P=\exp\left(-\frac{\pi\Delta^2}{\hbar veF}\right).
\end{equation}
The exponent is $-1$ at $F=\pi(0.025)^2/0.575=0.0034$ V/nm, or 0.034 MV/cm. Interband tunnelling is substantial at that in-plane field.

The substrate potential also varies over a moiré period of roughly 14 nm, shorter than the bulk decay length $\hbar v/\Delta=23$ nm, so a uniform $\Delta$ is an effective description of the bulk gap. It is not one for the zigzag edge states, which are flat and short-ranged and follow the local mass. With an illustrative mass $\Delta+m_1\cos(2\pi x/14\,\text{nm})$ along the edge and $m_1=0.02$ eV, the smallest bulk $|E|$ stays at $0.025$ eV, while a zigzag ribbon has levels at $0.0057$ eV for 12 rows and $0.0055$ eV for 40 rows, close to the smallest local mass $\Delta-m_1$. For $m_1=0.04$ eV, where the local mass changes sign, the bulk value is still $0.024$ eV and the 40-row ribbon has levels within $0.002$ eV of zero. Edge reconstruction and chemistry are outside the calculation.

\textbf{Q.} Then, given only $\pm1/2$, what should I say about a vacuum edge?

\textbf{A.} That its spectrum is undecided. Ask for the termination, the edge potential and the hopping beyond nearest neighbours, and solve for that edge; at a zigzag edge include the repulsion and the local substrate potential as well.
